# Nuclear-charge derivatives of Hartree-Fock energies in fixed and scaled bases

Suppose that the slope of an atomic Hartree-Fock energy with respect to nuclear charge is taken from the expectation value of $\sum_i 1/r_i$, while the basis exponents are made proportional to the charge. For beryllium in the three-function basis used below, this gives $-8.588$ hartree. Differencing the converged energies gives $-8.439$ hartree. The discrepancy of $0.149$ hartree, or $4.05$ eV, is neither a convergence failure nor rounding. It is the energy change, per unit of nuclear charge, caused by moving the basis functions.

The same expectation value at the same charge is the correct slope if the basis is held fixed. An implementation must therefore know how its basis depends on the charge before it can report a derivative.

## The result and its conditions

The atom has a fixed point nucleus of charge $Z$, treated as a continuous parameter, and a fixed number $N$ of electrons. In Hartree atomic units the nonrelativistic Hamiltonian is

$$H=-\frac12\sum_i\nabla_i^2-Z\sum_i\frac1{r_i}+\sum_{i<j}\frac1{r_{ij}} .$$

Its explicit derivative is $\partial H/\partial Z=-\sum_i1/r_i$. Write $R=\langle\sum_i1/r_i\rangle$. For a closed-shell Hartree-Fock solution whose basis functions $\chi_p$ contain parameters $\zeta_p(Z)$,

$$\boxed{\frac{dE}{dZ}=-R+\sum_p g_p\,\frac{d\zeta_p}{dZ},\qquad g_p=\frac{\partial E}{\partial\zeta_p}} \tag{1}$$

Here $g_p$ is taken at fixed $Z$, with the orbitals reconverged. The solution must be self-consistent and must continue smoothly as $Z$ varies. At a crossing of two solutions, or where the occupation changes, the followed energy may have a kink and no single derivative. A threshold that discards nearly dependent basis functions can also break smoothness, because the function space jumps when the number retained changes.

## Why the orbital response drops out

Let the $N/2$ real occupied orbitals be $\phi_i=\sum_\mu\chi_\mu C_{\mu i}$, and define

$$D=2CC^{T},\quad S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle,\quad U_{\mu\nu}=\langle\chi_\mu|r^{-1}|\chi_\nu\rangle,\quad h=T-ZU,$$

where $T$ is the kinetic matrix. With $(\mu\nu|\lambda\sigma)$ the repulsion between the products $\chi_\mu\chi_\nu$ and $\chi_\lambda\chi_\sigma$, the mean-field matrix and the energy are

$$G_{\mu\nu}(D)=\sum_{\lambda\sigma}D_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right],$$

$$E=\operatorname{tr}Dh+\tfrac12\operatorname{tr}D\,G(D). \tag{2}$$

First vary the coefficients at fixed $Z$ and fixed basis. The symmetry of the repulsion integrals gives $\operatorname{tr}A\,G(B)=\operatorname{tr}B\,G(A)$ for symmetric $A,B$. The two variations of the quadratic term are therefore equal and cancel its factor $1/2$:

$$\delta E=\operatorname{tr}\delta D\,[h+G(D)]=\operatorname{tr}\delta D\,F,\qquad F=h+G(D).$$

Since $\delta D=2(\delta C\,C^T+C\,\delta C^T)$ and $F$ is symmetric, $\delta E=4\operatorname{tr}C^TF\,\delta C$. The coefficients are not free, because the orbitals must satisfy $C^TSC=1$. Introduce a symmetric multiplier matrix $\varepsilon$:

$$L=E-2\operatorname{tr}\varepsilon(C^TSC-1). \tag{3}$$

The constraint term varies by $-4\operatorname{tr}\varepsilon C^TS\,\delta C$. Setting $\delta L=0$ for arbitrary $\delta C$ gives

$$FC=SC\varepsilon. \tag{4}$$

Now let $Z$ change. The constraint holds at every $Z$, so $E=L$ along the whole path and $dE/dZ=dL/dZ$. The coefficients do change, but their contribution vanishes by (4). The multipliers change too, but their contribution is multiplied by the vanishing constraint. What remains is the explicit change of $Z$ and of the integrals.

If the basis is fixed, $S$, $T$, $U$ and the repulsion integrals are constants. The explicit derivative is $\partial h/\partial Z=-U$, hence

$$\left.\frac{dE}{dZ}\right|_{\text{fixed basis}}=-\operatorname{tr}DU=-R. \tag{5}$$

Completeness was not used. A poor fixed basis obeys (5) as well as a good one does; the formula then gives the correct slope of a poor energy curve. The same matrix argument applies to a discretised radial equation whose grid and matrices do not change with $Z$, provided the energy has the form (2) with matrices that are symmetric under the quadrature weights used for $R$. An unsymmetric finite-difference scheme need not obey (5) before it is converged.

## The term from moving functions

Write $\partial\chi_p=\partial\chi_p/\partial\zeta_p$ and differentiate $L$ at fixed $C$ and $Z$. In the one-electron energy, $\chi_p$ appears on the left or on the right of a matrix element. The two positions contribute equally, giving $2\sum_\nu D_{p\nu}\langle\partial\chi_p|h|\chi_\nu\rangle$. In the repulsion energy there are four equivalent positions and a prefactor $1/2$, so the result is $2\sum_\nu D_{p\nu}\langle\partial\chi_p|G|\chi_\nu\rangle$.

For the overlap, define $W^{\varepsilon}=2C\varepsilon C^T$. The constraint in (3) contributes $-\operatorname{tr}W^{\varepsilon}\partial S$, again with two equal positions. Together,

$$g_p=2\sum_\nu\left[D_{p\nu}\langle\partial\chi_p|F|\chi_\nu\rangle-W^{\varepsilon}_{p\nu}\langle\partial\chi_p|\chi_\nu\rangle\right]. \tag{6}$$

This is the form to program. For a Slater radial factor $r^{n-1}e^{-\zeta r}$, the derivative is $-r^n e^{-\zeta r}$: the power rises by one and the sign is negative. The new integrals have one derivative function and otherwise the original functions.

Normalising $\chi_p$ would add a multiple of $\chi_p$ itself to $\partial\chi_p$. That addition does not alter $g_p$, as the next form shows. Rotate the occupied orbitals so that $\varepsilon$ is diagonal, which leaves $D$ and $W^\varepsilon$ unchanged. Inserting their definitions into (6) gives

$$g_p=4\sum_i C_{pi}\,\langle\partial\chi_p|F-\varepsilon_i|\phi_i\rangle. \tag{7}$$

The vector $(F-\varepsilon_i)\phi_i$ is the residual of the Hartree-Fock equation. Equation (4) makes it orthogonal to every function in the basis, but not to functions outside. The extra term measures the part of this residual that the motion of the basis can detect. It vanishes in several distinct situations:

- The basis is fixed, so every $d\zeta_p/dZ$ is zero.
- The orbitals solve the Hartree-Fock equation in the full space, so the residual is zero. This is the limit approached by converged numerical Hartree-Fock.
- Each moving function has its derivative inside the current span, where the residual has no component.
- The energy is stationary along the chosen path, so the sum in (1) is zero even if individual $g_p$ are not.

Optimising every exponent achieves the last condition, but it is more than is needed.

The third case was tested with a 1s and a 2s function both of exponent $4.0$, plus a 2s function of exponent $1.2$. The derivative of the first function is minus the second. Differenced energies gave $\partial E/\partial\zeta_1=8\times10^{-10}$ hartree bohr, which is zero within the test tolerance of $10^{-6}$.

## Scaling all functions together

Replace each function by $\eta^{3/2}\chi(\eta\mathbf r)$. The prefactor preserves overlaps. Two spatial derivatives give the kinetic energy a factor $\eta^2$, while $1/r$ and $1/r_{12}$ each give a factor $\eta$. At fixed coefficients,

$$E(\eta)=\eta^2T_1+\eta V_1,\qquad \eta\frac{\partial E}{\partial\eta}=2\eta^2T_1+\eta V_1=2\langle T\rangle+\langle V\rangle. \tag{8}$$

$V$ includes both nuclear attraction and electron repulsion. Reconverging the coefficients does not alter this first derivative, by the stationarity shown above. For a path $\eta(Z)$,

$$\frac{dE}{dZ}=-R+\frac{\eta'}{\eta}\left(2\langle T\rangle+\langle V\rangle\right). \tag{9}$$

Slater exponents scale as $\eta$. If they are proportional to $Z$, then $\eta'/\eta=1/Z$. A Gaussian $e^{-\alpha r^2}$ has $\alpha\propto\eta^2$. Thus $\alpha\propto Z^2$ gives the factor $1/Z$, whereas $\alpha\propto Z$ means $\eta\propto\sqrt Z$ and gives $1/(2Z)$.

The virial deficit $2\langle T\rangle+\langle V\rangle$ is available in any program that separates kinetic and potential energy, so a uniform scaling needs no derivative integrals. A positive deficit means that $E$ rises with $\eta$, so a slight common expansion of the functions lowers the energy. A negative deficit means that a slight contraction lowers it.

## A case that can be solved by hand

Put two electrons in $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. The kinetic energy per electron is $\frac12\int|\nabla\phi|^2d^3r=\zeta^2/2$, and

$$\langle r^{-1}\rangle=4\zeta^3\int_0^\infty r e^{-2\zeta r}dr=\zeta .$$

The potential of one electron's density is $v(r)=[1-(1+\zeta r)e^{-2\zeta r}]/r$. Indeed $(rv)''=-4\zeta^3re^{-2\zeta r}$, as Poisson's equation requires, with $rv=0$ at the origin and $rv\to1$ far away. The repulsion is

$$4\zeta^3\int_0^\infty r^2e^{-2\zeta r}v\,dr
=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac1{32\zeta^2}\right]=\frac{5\zeta}{8}.$$

Therefore

$$E=\zeta^2-2Z\zeta+\frac58\zeta,\qquad R=2\zeta,\qquad \frac{\partial E}{\partial\zeta}=2\zeta-2Z+\frac58. \tag{10}$$

On the path $\zeta=Z$ the extra term is $5/8$. For helium, $-R=-4$ and the true slope of this model curve is $-4+0.625=-3.375$ hartree. The optimum $\zeta=Z-5/16$ makes the extra term zero, and $-R=-2(1.6875)=-3.375$ hartree.

The two slopes agree although the energies, $-2.7500$ and $-2.8477$ hartree, do not. Substitution in (10) shows why: the curves are $-Z^2+5Z/8$ and $-(Z-5/16)^2$, which differ by the constant $25/256$. Agreement of slopes is therefore no evidence that the first path is optimised.

## Beryllium: one wavefunction, several slopes

The main example is restricted Hartree-Fock for beryllium, $Z=N=4$, with one 1s Slater function of exponent $4.0$ and two 2s functions of exponents $2.0$ and $1.2$ (all in inverse bohr). The exponents are round, unoptimised choices. Electron correlation, relativity and nuclear motion are left out.

The reference slopes come from separately converged energies, using

$$E'(Z)\simeq\frac{E(Z-2h)-8E(Z-h)+8E(Z+h)-E(Z+2h)}{12h},\qquad h=0.02 .$$

The error of this formula is of order $h^4$, because the cubic terms cancel. It does not use the expectation value being tested.

At $Z=4$ the calculation gives $E=-14.5413$, $\langle T\rangle=15.1363$, $\langle V\rangle=-29.6775$ and $R=8.5876$, where energies are in hartree and $R$ is in inverse bohr. With the exponents fixed, the differenced slope is $-8.5876$ hartree, in agreement with (5).

With all exponents proportional to $Z$, the orbitals at $Z=4$ are unchanged, and so is $R$. Equation (9) now predicts

$$-8.5876+\frac{2(15.1363)-29.6775}{4}
=-8.5876+0.1487=-8.4388,$$

up to rounding in the last digit. The differenced slope is $-8.4388$ hartree. A single wavefunction thus belongs to two energy curves with different tangents.

For unequal relative changes the individual derivatives are needed. Equation (6) gives $g=(0.1281,-0.0150,0.0938)$ hartree bohr, and each component was tested against energy differences. Under a uniform scaling $\partial\zeta_p/\partial\eta=\zeta_p/\eta$, so the sum $\sum_p\zeta_pg_p$ must equal the virial deficit:

$$4.0(0.1281)+2.0(-0.0150)+1.2(0.0938)\simeq0.595 .$$

This sum rule is a useful check on derivative code. On a path with $d\zeta/dZ=(1,0.5,0.5)$, the extra term is

$$0.1281+0.5(-0.0150+0.0938)=0.1675\ \text{hartree},$$

and the slope is $-8.4201$ hartree, again confirmed by differences.

## Optimising just the common scale

Keep the exponent ratios and minimise the energy over $\eta$ at each $Z$. Then $\partial E/\partial\eta=0$, so the virial deficit vanishes and the simple formula returns. At $Z=4$ the optimum is $\eta=0.941$, with energy $-14.5599$ hartree. Both $-R$ and the differenced slope are $-8.4286$ hartree. The largest individual $|g_p|$ is still $0.071$ hartree bohr: the exponents are not separately optimised, but their weighted sum $\sum_p\zeta_pg_p$ is zero.

The coefficients must be reconverged during this optimisation. If they are frozen at their original values, (8) has its minimum at

$$\eta=-\frac{V_1}{2T_1}=\frac{29.6775}{2(15.1363)}=0.980,$$

with energy $-V_1^2/(4T_1)=-14.547$ hartree. This state satisfies the virial theorem, yet it lies above the relaxed optimum. A zero virial deficit after such a rescaling does not establish that the orbitals are self-consistent in the three-function basis. Reconverging them at $\eta=0.980$ gives $E=-14.551$ hartree, $-R=-8.541$ hartree and a deficit of $0.413$ hartree. The frozen state has $-R=-8.419$ hartree. This is the slope of its own curve, with the coefficients kept frozen and $\eta$ reoptimised at each $Z$, because the two orbitals fill their own span and $\partial E/\partial\eta=0$. It is not the slope of the reconverged curve in the same basis held fixed.

## The bare-nucleus limit

Electron repulsion can be left out of the choice of orbitals while being kept in the energy. The occupied functions are then proportional to $e^{-Zr}$ and $(1-Zr/2)e^{-Zr/2}$. The second requires two Slater functions with a fixed ratio of coefficients in the scaled coordinate $Zr$. Since both available orbitals are filled, no variation within their span can change the determinant, and it is stationary there.

For a hydrogen-like orbital of principal number $n$, the kinetic energy is $Z^2/(2n^2)$ and $\langle r^{-1}\rangle=Z/n^2$. Twice the first cancels $Z$ times the second. The virial deficit is therefore the whole electron repulsion $W$, and

$$\frac{dE}{dZ}=-Z\left(2+\frac24\right)+\frac WZ=-10+\frac{6.2840}{4}=-8.4290\ \text{hartree}. \tag{11}$$

Here the neglected term is $1.571$ hartree, about 19 per cent of the magnitude of the correct slope of this curve. The cause is the size of the orbitals, which are as compact as if the electrons did not screen one another. The term is the product of the rate of contraction and the energy gradient with respect to orbital size, so contraction alone does not produce it. With an orbital charge $q$ in place of $Z$, the energy is $\frac54q^2-\frac52Zq+1.571\,q$, which is lowest at $q=Z-0.628$. Orbitals on that path contract at the same rate, $dq/dZ=1$, but have no extra term.

## What numerical Hartree-Fock means here

On a converged radial grid the energy is $-14.57302$ hartree and $-R=-8.40880$ hartree. Differencing gives the same slope, to the digits shown, whether the grid is fixed or contracts as $1/Z$. The fine grid has 79 interior points in a box of 30 bohr. Refining it changed the energy by less than $10^{-7}$ hartree.

With 23 interior points on a contracting grid, an extra term of $-0.260$ hartree appears. The word "numerical" gives no protection by itself: a moving grid needs convergence, or else the correction (9). Because integrals are replaced by quadrature, the variational principle alone does not guarantee that such an energy is an upper bound.

A basis of six 1s functions lies $0.00015$ hartree above the fine-grid energy. When scaled with $Z$, its extra term is $-0.0005$ hartree, larger in magnitude than the energy error. This is compatible with variational theory. Near a minimum with curvature $\kappa$ in $\eta$, a slope $s$ implies that the energy can fall by about $s^2/(2\kappa)$. That fall cannot exceed the basis error $\delta$, so $|s|$ may be as large as about $\sqrt{2\kappa\delta}$. A small energy error thus permits a derivative error of lower order. The argument holds close to the minimum. It is not a numerical estimate for the six-function basis, whose curvature changes strongly between $\eta=1$ and the nearest minimum.

## Consistency is not accuracy

Relative to the fine-grid slope, the fixed three-function basis is too negative by $0.179$ hartree, or 2.1 per cent, although it satisfies (5). The scaled basis is too negative by $0.030$ hartree, or 0.4 per cent, although it needs the extra term. Equation (1) secures agreement between a derivative and its own energy curve, not agreement between that curve and the Hartree-Fock limit.

To see what the difference means, write $E_{\text{basis}}(Z)=E_{\text{HF}}(Z)+\delta(Z)$. The slope error is $\delta'(Z)$. For the fixed basis $\delta'=-0.179$ hartree, so its energy error is falling as $Z$ passes through 4. This fits the positive virial deficit: functions too compact for $Z=4$ should suit a somewhat larger charge better. The fall does not continue indefinitely, because at a still larger charge the same functions are too diffuse and the error grows again.

For a finite change from $Z_0$ to $Z_1$, with a different basis at each end, the bookkeeping is

$$\begin{aligned}
E(Z_1,\zeta_1)-E(Z_0,\zeta_0)={}&-\int_{Z_0}^{Z_1}R(Z,\zeta_0)\,dZ\\
&+\left[E(Z_1,\zeta_1)-E(Z_1,\zeta_0)\right].
\end{aligned}\tag{12}$$

The integral follows one smooth solution at fixed $N$ in the first basis. The bracket is the cost or gain of changing basis at the final charge. Equation (12) needs no derivatives of basis functions, and it remains usable when the two sets are not joined by any smooth path of exponents.

## Numbers as computed

```
HELIUM, one 1s Slater function, Z = 2
zeta=Z: energy: -2.750000 hartree
zeta=Z: -<sum 1/r>: -4.000000 hartree
zeta=Z: dE/dZ by difference: -3.375000 hartree
zeta=Z: extra term: 0.625000 hartree
optimised zeta: 1.687500 1/bohr
optimised: energy: -2.847656 hartree
optimised: -<sum 1/r>: -3.375000 hartree
optimised: dE/dZ by difference: -3.375000 hartree
BERYLLIUM, three Slater functions, Z = 4
exponent of 1s function: 4.00 1/bohr
exponent of 2s function: 2.00 1/bohr
exponent of 2s function: 1.20 1/bohr
energy: -14.541256 hartree
kinetic energy T: 15.136250 hartree
potential energy V: -29.677506 hartree
2T+V: 0.594994 hartree
-<sum 1/r>: -8.587575 hartree
fixed basis: dE/dZ by difference: -8.587575 hartree
scaled basis: dE/dZ by difference: -8.438826 hartree
scaled basis: extra term by difference: 0.148749 hartree
scaled basis: (2T+V)/Z: 0.148749 hartree
scaled basis: extra term: 4.0477 eV
dE/dzeta, function 1: 0.128117 hartree bohr
dE/dzeta, function 2: -0.015043 hartree bohr
dE/dzeta, function 3: 0.093843 hartree bohr
path rates dzeta/dZ (1/bohr): 1.0 0.5 0.5
path: dE/dZ by difference: -8.420058 hartree
path: extra term, analytic: 0.167517 hartree
derivative inside span: dE/dzeta = 7.7e-10 hartree bohr
optimum common scale factor: 0.941115 (no unit)
optimum scale: energy: -14.559863 hartree
optimum scale: -<sum 1/r>: -8.428600 hartree
optimum scale: dE/dZ by difference: -8.428600 hartree
optimum scale: largest |dE/dzeta|: 0.070510 hartree bohr
BERYLLIUM, other representations, Z = 4
bare-nucleus orbitals: energy: -13.715996 hartree
bare-nucleus orbitals: electron repulsion W: 6.284004 hartree
bare-nucleus orbitals: -<sum 1/r>: -10.000000 hartree
bare-nucleus orbitals: dE/dZ by difference: -8.428999 hartree
bare-nucleus orbitals: extra term: 1.571001 hartree
six 1s functions: energy: -14.572876 hartree
six 1s functions, scaled: extra term: -0.0005113 hartree
grid: box 30 bohr; interior points 79 fine, 23 coarse
fine grid: energy: -14.573023 hartree
fine grid: -<sum 1/r>: -8.408798 hartree
fine fixed grid: dE/dZ by difference: -8.408798 hartree
fine moving grid: dE/dZ by difference: -8.408798 hartree
coarse moving grid: extra term: -0.259583 hartree
```
